# Shrinking-core time law for self-limiting coating of a porous sphere: a numerical check

```python
"""
Result under test: diffusion-limited, self-limiting coating of a porous sphere obeys
    t/t_full = 1 - 3 x^2 + 2 x^3,   t_full = N R^2 / (6 D n0),
x = uncoated-core radius / pellet radius R, N = molecules taken up per pellet volume,
D = effective diffusivity, n0 = outer gas density (per open volume).
Corrections under test: delta = reversibly held molecules / N, Bi = h R / D for an
external film, phi^2 = K R^2 / D for reaction rate K n (1 - coverage).
Simulations use R = 1, outer density = 1 and time in units of t_full.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, dblquad, solve_ivp
from scipy.linalg import solve_banded
from scipy.optimize import brentq


def core_law(x):
    return 1 - 3*x**2 + 2*x**3


def core_radius(time_fraction):
    return 0.5 - np.sin(np.arcsin(2*time_fraction - 1)/3)


def simulate(marks, phi=60.0, delta=0.0, biot=np.inf, outer=None):
    """March gas density and coverage; return exposure when uptake-defined x hits marks."""
    cells, dt = 300, 1e-4
    face = np.linspace(0, 1, cells + 1)
    dr = face[1]
    volume = np.diff(face**3)/3
    link = face[1:-1]**2/dr
    outer_link = 1/(dr/2 + 1/biot)
    diagonal = np.zeros(cells)
    diagonal[:-1] += link
    diagonal[1:] += link
    diagonal[-1] += outer_link
    matrix = np.zeros((3, cells))
    matrix[0, 1:] = -link
    matrix[2, :-1] = -link
    gas = np.zeros(cells)
    bare = np.ones(cells)
    exposure, time = 0.0, 0.0
    exposures, radii = [0.0], [1.0]
    while radii[-1] > min(marks):
        density = 1.0 if outer is None else outer(time + dt/2)
        matrix[1] = diagonal + volume*(phi**2*bare + 6*delta/dt)
        source = volume*6*delta/dt*gas
        source[-1] += outer_link*density
        gas = solve_banded((1, 1), matrix, source)
        bare = bare*(1 - phi**2/6*gas*dt)
        time += dt
        exposure += density*dt
        exposures.append(exposure)
        radii.append((3*np.sum(volume*bare))**(1/3))
        assert time < 3, "simulation did not reach the requested core radius"
    return np.interp(marks, radii[::-1], exposures[::-1])


def cumulative_solution(phi, centre_value):
    """Radial equation for scaled cumulative density; return surface value and uptake."""
    start = 1e-3
    strength = -np.expm1(-centre_value)
    initial = [centre_value + strength*start**2/6, strength*start/3]

    def slope(s, y):
        return [y[1], -np.expm1(-y[0]) - 2*y[1]/s]

    result = solve_ivp(slope, (start, phi), initial, method="DOP853",
                       rtol=1e-11, atol=1e-200)
    assert result.success
    return result.y[0, -1], 3*result.y[1, -1]/phi


# ---- Tests of the time law and its corrections ----
marks = np.array([0.3, 0.5, 0.7, 0.9])
phi_test = 60.0
delay_test = 6/phi_test**2
base = simulate(marks)
law_error = np.max(np.abs(base - core_law(marks) - delay_test))
assert law_error < 1e-3  # grid spacing and time step limit this comparison

varying = simulate(marks, outer=lambda t: 1 + 0.8*np.sin(7*t))
exposure_error = np.max(np.abs(varying - core_law(marks) - delay_test))
assert exposure_error < 1e-3

delta_test = 0.1
stored = simulate(marks[:3], delta=delta_test)
storage_ratio = (stored - base[:3])/(delta_test*(1 - marks[:3])**2)
assert np.all(np.abs(storage_ratio - 1) < 0.10)  # first order in delta only

biot_test = 10.0
filmed = simulate(marks, biot=biot_test)
film_error = np.max(np.abs(filmed - base - 2/biot_test*(1 - marks**3)))
assert film_error < 1e-3

for x in (0.2, 0.5, 0.8):
    # Shell resistance is integrated numerically, then the front balance.
    integral = quad(lambda c: 6*c**2*quad(lambda r: 1/r**2, c, 1)[0], x, 1)[0]
    assert abs(integral - core_law(x)) < 1e-9
for fraction in (0.01, 0.3, 0.5, 0.9, 0.999):
    root = brentq(lambda x: core_law(x) - fraction, 0, 1)
    assert abs(root - core_radius(fraction)) < 1e-9

delays = []
for phi in (100.0, 400.0):
    target = 0.5*phi
    surface, uptake = cumulative_solution(phi, 2*target*np.exp(-target))
    x = (1 - uptake)**(1/3)
    delays.append(surface - phi**2/6*core_law(x))
assert abs(delays[1] - 1) < 0.05
assert abs(delays[1] - 1) < abs(delays[0] - 1)
surface, _ = cumulative_solution(100.0, np.log(100))
centre_extra = surface - 100.0**2/6
assert abs(centre_extra - np.log(100)) < 0.05

# ---- Worked example: H2O half-cycle in a silica-gel grain, rough inputs ----
kB = const.k
torr = const.torr
temperature = 450.0
pressure = 1.0*torr
mass = 18.015*const.atomic_mass
radius = 100e-6
pore = 10e-9
porosity = 0.6
tortuosity = 3.0
capacity_area = 5e18
reaction_probability = 1e-4
adsorbed_area = 0.2e18
molecule = 0.3e-9
growth = 0.1e-9
reaction_energy = 1.0*const.e
gas_conductivity = 0.03
skeleton_density = 2200.0
specific_heat = 1000.0

speed = np.sqrt(8*kB*temperature/(np.pi*mass))
density0 = pressure/(kB*temperature)
knudsen_D = pore*speed/3
effective_D = porosity*knudsen_D/tortuosity
area_density = 4*porosity/pore
capacity = capacity_area*area_density
full_time = capacity*radius**2/(6*effective_D*density0)
impingement = density0*speed/4

# Knudsen coefficient from wall-to-wall flights with cosine-law emission.


def flight_average(power_of_z):
    def integrand(azimuth, polar):
        s = np.sin(polar)
        normal, tangent = s*np.cos(azimuth), s*np.sin(azimuth)
        length = pore*normal/(normal**2 + tangent**2)
        value = (length*np.cos(polar)/pore)**2 if power_of_z == 2 else length/pore
        return value*normal/np.pi*s
    return dblquad(integrand, 1e-8, np.pi - 1e-8, -np.pi/2, np.pi/2)[0]


z_square = flight_average(2)
mean_length = flight_average(1)
thermal = np.sqrt(2*kB*temperature/mass)
inverse_speed = (quad(lambda u: u**2*np.exp(-u*u), 0, 10)[0]
                 / quad(lambda u: u**3*np.exp(-u*u), 0, 10)[0]/thermal)
D_from_flights = z_square*pore/(2*mean_length*inverse_speed)
assert abs(D_from_flights/knudsen_D - 1) < 1e-5
compact_time = tortuosity*capacity_area*radius**2/(2*pore**2*impingement)
assert abs(compact_time/full_time - 1) < 1e-12

# Sizes of neglected effects.
rate_K = area_density*reaction_probability*speed/4
phi_example = radius*np.sqrt(rate_K/effective_D)
phi_compact = np.sqrt(3*tortuosity*reaction_probability)*radius/pore
assert abs(phi_compact/phi_example - 1) < 1e-12
gas_delta = porosity*density0/capacity
adsorbed_delta = adsorbed_area/capacity_area
free_path = kB*temperature/(np.sqrt(2)*np.pi*molecule**2*pressure)
outside_D = free_path*speed/3
transfer = 1/(4/speed + radius/outside_D)
biot = transfer*radius/effective_D
centre_delay = np.log(100)*capacity/(rate_K*density0)
size_factor = (1 - molecule/pore)**-3
narrow_factor = (1 - 2*growth/pore)**-2
grain_volume = 4*np.pi*radius**3/3
consumed_volume = capacity*grain_volume/density0

# Lumped grain temperature: reaction heat against gas cooling, radiation omitted.
heat_capacity = (1 - porosity)*skeleton_density*specific_heat
adiabatic_rise = capacity*reaction_energy/heat_capacity
molecular_cooling = 3.5*kB*impingement
cooling = 1/(1/molecular_cooling + radius/gas_conductivity)
cooling_time = heat_capacity*radius/(3*cooling)
times = np.linspace(0, 10*cooling_time, 20001)
coated = 1 - core_radius(times/full_time)**3
decay = np.exp(-(times[1] - times[0])/cooling_time)
rise, peak_rise = 0.0, 0.0
for increment in np.diff(coated):
    rise = rise*decay + adiabatic_rise*increment
    peak_rise = max(peak_rise, rise)

print("TESTS (dimensionless)")
print(f"largest law error, simulation: {law_error:.1e}")
print(f"largest error, varying pressure: {exposure_error:.1e}")
print("storage correction, simulated/formula at x=0.3,0.5,0.7:",
      " ".join(f"{v:.3f}" for v in storage_ratio))
print(f"largest film-correction error: {film_error:.1e}")
print(f"reaction delay / (N/(K n0)), phi=100: {delays[0]:.4f}")
print(f"reaction delay / (N/(K n0)), phi=400: {delays[1]:.4f}")
print(f"extra time for 99% centre / (N/(K n0)): {centre_extra:.3f}")
print(f"flight <z^2>/d^2: {z_square:.5f}; <length>/d: {mean_length:.5f}")
print("INPUTS (rough typical values)")
print(f"temperature: {temperature:.0f} K; pressure: {pressure/torr:.1f} Torr")
print(f"H2O mass: {mass/const.atomic_mass:.3f} u")
print(f"grain radius: {radius*1e6:.0f} um; pore diameter: {pore*1e9:.0f} nm")
print(f"porosity: {porosity:.2f}; tortuosity: {tortuosity:.1f}")
print(f"wall capacity: {capacity_area*1e-18:.1f} molecules/nm2")
print(f"reaction probability: {reaction_probability:.0e}")
print(f"reversibly adsorbed H2O: {adsorbed_area*1e-18:.1f} molecules/nm2")
print(f"molecular diameter: {molecule*1e9:.1f} nm; growth: {growth*1e9:.1f} nm/cycle")
print(f"reaction heat: {reaction_energy/const.e:.1f} eV/molecule")
print(f"gas conductivity: {gas_conductivity:.2f} W/(m K)")
print(f"skeleton density: {skeleton_density/1000:.1f} g/cm3")
print(f"skeleton specific heat: {specific_heat/1000:.1f} J/(g K)")
print("MAIN RESULTS")
print(f"mean molecular speed: {speed:.1f} m/s")
print(f"outer gas density: {density0*1e-6:.4e} cm^-3")
print(f"impingement rate: {impingement*1e-4:.4e} cm^-2 s^-1")
print(f"Knudsen diffusivity: {knudsen_D*1e4:.5f} cm2/s")
print(f"effective diffusivity: {effective_D*1e4:.6f} cm2/s")
print(f"wall area per volume: {area_density*1e-9:.3f} nm^-1")
print(f"capacity per pellet volume: {capacity*1e-6:.3e} cm^-3")
print(f"full coating time: {full_time:.1f} s = {full_time/60:.2f} min")
print(f"full exposure: {full_time*pressure/torr:.1f} Torr s")
print("x, coated fraction, t/t_full, time in s:")
for x in (0.9, 0.5**(1/3), 0.5, 0.2, 0.0):
    print(f"{x:.4f}  {1-x**3:.4f}  {core_law(x):.4f}  {core_law(x)*full_time:.2f}")
print("NEGLECTED EFFECTS")
print(f"gas storage delta: {gas_delta:.2e}; adsorbed delta: {adsorbed_delta:.3f}")
print(f"outside mean free path: {free_path*1e6:.0f} um; path/pore: {free_path/pore:.0f}")
print(f"film Biot number: {biot:.0f}; full-time increase: {200/biot:.4f} %")
print(f"phi: {phi_example:.1f}; front length R/phi: {radius/phi_example*1e9:.0f} nm")
print(f"reaction delay 6/phi^2: {6/phi_example**2:.2e} of full time")
print(f"extra time for 99% centre coverage: {centre_delay:.3f} s")
print(f"full-time factor, finite molecular size: {size_factor:.3f}")
print(f"full-time factor after one growth cycle: {narrow_factor:.3f}")
print(f"adiabatic heating bound: {adiabatic_rise:.0f} K")
print(f"grain cooling time: {cooling_time:.3f} s; peak heating: {peak_rise:.1f} K")
print(f"outer gas consumed by one grain: {consumed_volume*1e6:.3f} cm3")
print("every check passed")
```

It prints:

```
TESTS (dimensionless)
largest law error, simulation: 1.5e-04
largest error, varying pressure: 1.5e-04
storage correction, simulated/formula at x=0.3,0.5,0.7: 0.966 0.982 0.999
largest film-correction error: 4.4e-06
reaction delay / (N/(K n0)), phi=100: 1.0316
reaction delay / (N/(K n0)), phi=400: 1.0078
extra time for 99% centre / (N/(K n0)): 4.576
flight <z^2>/d^2: 0.66667; <length>/d: 1.00000
INPUTS (rough typical values)
temperature: 450 K; pressure: 1.0 Torr
H2O mass: 18.015 u
grain radius: 100 um; pore diameter: 10 nm
porosity: 0.60; tortuosity: 3.0
wall capacity: 5.0 molecules/nm2
reaction probability: 1e-04
reversibly adsorbed H2O: 0.2 molecules/nm2
molecular diameter: 0.3 nm; growth: 0.1 nm/cycle
reaction heat: 1.0 eV/molecule
gas conductivity: 0.03 W/(m K)
skeleton density: 2.2 g/cm3
skeleton specific heat: 1.0 J/(g K)
MAIN RESULTS
mean molecular speed: 727.2 m/s
outer gas density: 2.1459e+16 cm^-3
impingement rate: 3.9014e+20 cm^-2 s^-1
Knudsen diffusivity: 0.02424 cm2/s
effective diffusivity: 0.004848 cm2/s
wall area per volume: 0.240 nm^-1
capacity per pellet volume: 1.200e+21 cm^-3
full coating time: 192.2 s = 3.20 min
full exposure: 192.2 Torr s
x, coated fraction, t/t_full, time in s:
0.9000  0.2710  0.0280  5.38
0.7937  0.5000  0.1101  21.17
0.5000  0.8750  0.5000  96.12
0.2000  0.9920  0.8960  172.24
0.0000  1.0000  1.0000  192.24
NEGLECTED EFFECTS
gas storage delta: 1.07e-05; adsorbed delta: 0.040
outside mean free path: 117 um; path/pore: 11654
film Biot number: 22817; full-time increase: 0.0088 %
phi: 300.0; front length R/phi: 333 nm
reaction delay 6/phi^2: 6.67e-05 of full time
extra time for 99% centre coverage: 0.059 s
full-time factor, finite molecular size: 1.096
full-time factor after one growth cycle: 1.041
adiabatic heating bound: 218 K
grain cooling time: 0.253 s; peak heating: 7.3 K
outer gas consumed by one grain: 0.234 cm3
every check passed
```
